# Bethe mean excitation energy: hydrogen and the Thomas-Fermi atom: a numerical check

```python
"""
Result under test: the Bethe mean excitation energy I, defined by
    ln I = sum(f ln omega) / sum(f),
is 14.99 eV for hydrogen, and is proportional to Z for neutral atoms in
Thomas-Fermi (TF) hydrodynamics.
Symbols: f = dipole oscillator strength, omega = excitation energy,
w = omega in rydberg, k = momentum of the ejected electron (atomic units),
Z = nuclear charge, n = electron density, V = TF potential (positive),
phi = r V. Atomic units (hartree, bohr) unless a label says otherwise.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh, solve_banded
from scipy.special import eval_genlaguerre, hyp1f1, roots_genlaguerre

RYDBERG_EV = physical_constants["Rydberg constant times hc in eV"][0]
HARTREE_EV = 2 * RYDBERG_EV


# ---------------------------------------------------------------- hydrogen
def bound_strength(level):
    """Oscillator strength 1s -> level p, in a form safe for large level."""
    level = np.asarray(level, dtype=float)
    log_ratio = np.log1p(-1 / level) - np.log1p(1 / level)
    return (256 / 3) / level**3 / (1 - 1 / level**2)**4 \
        * np.exp(2 * level * log_ratio)


def continuum_density(k):
    """df/dw per rydberg at w = 1 + k^2."""
    return (128 / 3) / (1 + k * k)**4 * np.exp(-4 * np.arctan(k) / k) \
        / (-np.expm1(-2 * np.pi / k))


def bound_strength_by_quadrature(level):
    """Same strength from numerically normalized radial functions."""
    def u(r):
        return r**2 * np.exp(-r / level) * hyp1f1(2 - level, 4, 2 * r / level)
    norm = quad(lambda r: u(r)**2, 0, 60 * level, limit=300)[0]
    dipole = quad(lambda r: u(r) * r * 2 * r * np.exp(-r), 0, 60,
                  limit=300)[0]
    return (1 - 1 / level**2) / 3 * dipole**2 / norm


def continuum_density_by_quadrature(k):
    """df/dw from energy-normalized Coulomb waves, per rydberg."""
    dipole = mp.quad(lambda r: mp.coulombf(1, -1 / k, k * r)
                     * 2 * r**2 * mp.exp(-r), [0, 5, 15, 40])
    per_hartree = (1 + k * k) / 3 * 2 / (np.pi * k) * float(dipole)**2
    return per_hartree / 2


def laguerre_log_mean(charge, size=50, decay=2.0):
    """Total f and ln I (hartree) of a one-electron ion by diagonalization."""
    x, weight = roots_genlaguerre(size + 20, 2)
    r = x / (2 * decay)
    order = np.arange(size)[:, None]
    norm = np.sqrt(2 * decay / ((order + 1) * (order + 2)
                                * (order + 3) * (order + 4)))
    poly = norm * eval_genlaguerre(order, 4, x[None, :])
    slope = -norm * np.where(
        order > 0,
        eval_genlaguerre(np.maximum(order - 1, 0), 5, x[None, :]), 0.0)
    derivative = (2 - x / 2) * poly + x * slope
    wq = weight / (2 * decay)
    hamiltonian = 2 * decay**2 * (derivative * wq) @ derivative.T \
        + 4 * decay**2 * (poly * wq) @ poly.T \
        - 2 * decay * charge * (poly * wq * x) @ poly.T
    source = poly @ (wq * 2 * charge**1.5 * r**2
                     * np.exp((decay - charge) * r))
    energy, vectors = eigh(hamiltonian)
    omega = energy + charge**2 / 2
    strength = 2 / 3 * omega * (vectors.T @ source)**2
    return strength.sum(), strength @ np.log(omega) / strength.sum()


for level in (2, 3, 5):
    assert abs(bound_strength_by_quadrature(level)
               / bound_strength(level) - 1) < 1e-6
for k in (0.5, 1.0):
    assert abs(continuum_density_by_quadrature(k)
               / continuum_density(k) - 1) < 1e-6

levels = np.arange(2, 100001)
f_levels = bound_strength(levels)
f_bound = f_levels.sum()
log_bound = f_levels @ np.log1p(-1.0 / levels.astype(float)**2)
f_cont = quad(lambda k: 2 * k * continuum_density(k), 0, np.inf,
              epsabs=1e-11, limit=300)[0]
log_cont = quad(lambda k: 2 * k * continuum_density(k) * np.log1p(k * k),
                0, np.inf, epsabs=1e-11, limit=300)[0]
assert abs(f_bound + f_cont - 1) < 1e-7
log_I = log_bound + log_cont
I_hydrogen = RYDBERG_EV * np.exp(log_I)
assert abs(I_hydrogen - 14.99) < 0.005

f_basis, log_basis = laguerre_log_mean(1.0)
f_ion, log_ion = laguerre_log_mean(2.0)
I_basis = HARTREE_EV * np.exp(log_basis)
ion_ratio = np.exp(log_ion - log_basis)
assert abs(f_basis - 1) < 1e-4 and abs(f_ion - 1) < 1e-4
assert abs(I_basis / I_hydrogen - 1) < 1e-4
assert abs(ion_ratio - 4) < 1e-3

print("HYDROGEN, fixed nucleus")
print(f"Rydberg energy = {RYDBERG_EV:.5f} eV")
for level in (2, 3, 4):
    print(f"f(1s->{level}p) = {bound_strength(level):.5f}")
print(f"df/dw at threshold = {continuum_density(1e-5):.5f} per Ry")
print(f"bound f sum = {f_bound:.6f}")
print(f"continuum f integral = {f_cont:.6f}")
print(f"total f = {f_bound + f_cont:.8f}")
print(f"bound part of ln(I/Ry) = {log_bound:.6f}")
print(f"continuum part of ln(I/Ry) = {log_cont:.6f}")
print(f"ln(I/Ry) = {log_I:.6f}")
print(f"I/Ry = {np.exp(log_I):.6f}")
print(f"I, logarithmic sum = {I_hydrogen:.4f} eV")
print(f"I, Laguerre basis = {I_basis:.4f} eV")
print(f"I(one-electron ion, Z=2)/I(H) = {ion_ratio:.5f}")


# ------------------------------------------------------------ Thomas-Fermi
def tf_atom(charge, r):
    """Solve the neutral TF atom on a logarithmic grid in physical bohr."""
    h = np.log(r[1] / r[0])
    x = r * charge**(1 / 3) / (0.5 * (3 * np.pi / 4)**(2 / 3))
    phi = charge * (1 + (x / 12**(2 / 3))**0.772)**(-3 / 0.772)  # start only
    change = np.inf
    for _ in range(60):
        source = 4 / (3 * np.pi) * (2 * r * phi)**1.5
        bands = np.zeros((3, r.size))
        bands[0, 2:] = -(1 / h**2 - 1 / (2 * h))
        bands[1] = 2 / h**2 + 1.5 * source / phi
        bands[2, :-2] = -(1 / h**2 + 1 / (2 * h))
        rhs = 0.5 * source
        bands[1, 0], bands[0, 1], rhs[0] = 1 + 1 / h, -1 / h, charge
        bands[1, -1], bands[2, -2], rhs[-1] = 1.0, -np.exp(-3 * h), 0.0
        updated = solve_banded((1, 1), bands, rhs)
        change = np.max(np.abs(updated / phi - 1))
        phi = updated
        if change < 1e-9:
            break
    assert change < 1e-7
    return phi / r, (2 * phi / r)**1.5 / (3 * np.pi**2)


def dipole_spectrum(r, density, stiffness):
    """Frequencies and strengths of linear dipole motion of a charged fluid.
    stiffness = second derivative of the internal energy density."""
    h = np.log(r[1] / r[0])
    width = r * h
    width[[0, -1]] *= 0.5
    third = 4 * np.pi / 3
    bond = third * np.sqrt(density[1:] * density[:-1]) * r[1:] * r[:-1] \
        / np.diff(r)
    diagonal = 2 * third * density * width
    diagonal[1:] += bond
    diagonal[:-1] += bond
    inertia = np.diag(diagonal) - np.diag(bond, 1) - np.diag(bond, -1)
    restoring = np.minimum.outer(r, r) / np.maximum.outer(r, r)**2
    restoring = restoring + np.diag(stiffness / (third * r**2 * width))
    left = np.linalg.cholesky(inertia)
    right = np.linalg.cholesky(restoring)
    # singular values are the frequencies; avoids squaring a wide spectrum
    _, omega, modes = np.linalg.svd(right.T @ left)
    return omega, (modes @ (left.T @ r))**2


def analyse(charge, points, r_min=1e-5, r_max=100.0):
    r = np.geomspace(r_min, r_max, points)
    potential, density = tf_atom(charge, r)
    h = np.log(r[1] / r[0])
    electrons = 4 * np.pi * r**3 * density * h
    electrons[[0, -1]] *= 0.5
    stiffness = (3 * np.pi**2)**(2 / 3) / 3 * density**(-1 / 3)
    omega, f = dipole_spectrum(r, density, stiffness)
    return {
        "count": electrons.sum(),
        "f_sum": f.sum(),
        "I": np.exp(f @ np.log(omega) / f.sum()),
        "plasma_I": np.exp(electrons @ np.log(np.sqrt(4 * np.pi * density))
                           / electrons.sum()),
        "mean_V": electrons @ potential / electrons.sum(),
        "shape": f @ (1 / (1 + (omega / charge)**2)) / f.sum(),
    }


# Uniform sphere without pressure: all strength at sqrt(4 pi n / 3).
sphere_r = np.geomspace(1e-3, 2.0, 400)
sphere_n = 0.7
sphere_omega, sphere_f = dipole_spectrum(
    sphere_r, np.full(400, sphere_n), np.zeros(400))
sphere_mean = np.exp(sphere_f @ np.log(sphere_omega) / sphere_f.sum())
sphere_theory = np.sqrt(4 * np.pi * sphere_n / 3)
assert abs(sphere_mean / sphere_theory - 1) < 3e-3

atoms = {20: analyse(20, 600), 40: analyse(40, 700), 80: analyse(80, 800)}
for charge, atom in atoms.items():
    assert abs(atom["count"] / charge - 1) < 2e-3
    assert abs(atom["f_sum"] / charge - 1) < 2e-3


def exponent(quantity):
    return np.log(atoms[80][quantity] / atoms[20][quantity]) / np.log(4)


assert abs(exponent("I") - 1) < 5e-3
assert abs(exponent("plasma_I") - 1) < 5e-3
assert abs(exponent("mean_V") - 4 / 3) < 5e-3
assert abs(atoms[40]["I"] / 40 / (atoms[80]["I"] / 80) - 1) < 5e-3
assert abs(atoms[20]["shape"] / atoms[80]["shape"] - 1) < 5e-3
# Coarser grid and shorter range: discretization and cut-off error.
coarse = analyse(80, 400, 1e-4, 40.0)
assert abs(coarse["I"] / atoms[80]["I"] - 1) < 1e-2

print("THOMAS-FERMI HYDRODYNAMICS, neutral atoms")
print(f"test sphere: mean frequency = {sphere_mean:.4f} hartree")
print(f"test sphere: sqrt(4 pi n/3) = {sphere_theory:.4f} hartree")
for charge, atom in atoms.items():
    print(f"Z={charge}: electrons = {atom['count']:.3f}")
    print(f"Z={charge}: total f = {atom['f_sum']:.3f}")
    print(f"Z={charge}: I = {atom['I'] * HARTREE_EV:.1f} eV")
    print(f"Z={charge}: I/Z = {atom['I'] * HARTREE_EV / charge:.3f} eV")
    print(f"Z={charge}: mean of 1/(1+(omega/Z)^2) = {atom['shape']:.4f}")
print(f"exponent of I in Z = {exponent('I'):.4f}")
print(f"exponent of mean potential V in Z = {exponent('mean_V'):.4f}")
print(f"exponent of local plasma I in Z = {exponent('plasma_I'):.4f}")
print("MERCURY, Z=80")
print(f"I, TF hydrodynamics = {atoms[80]['I'] * HARTREE_EV:.0f} eV")
print(f"I, coarser grid = {coarse['I'] * HARTREE_EV:.0f} eV")
print(f"I, local plasma average = {atoms[80]['plasma_I'] * HARTREE_EV:.0f} eV")
print(f"local plasma I/Z = {atoms[80]['plasma_I'] * HARTREE_EV / 80:.3f} eV")
print(f"80 times hydrogen I = {80 * I_hydrogen:.0f} eV")
print("finished without a failed check")
```

Output:

```
HYDROGEN, fixed nucleus
Rydberg energy = 13.60569 eV
f(1s->2p) = 0.41620
f(1s->3p) = 0.07910
f(1s->4p) = 0.02899
df/dw at threshold = 0.78147 per Ry
bound f sum = 0.565004
continuum f integral = 0.434996
total f = 1.00000000
bound part of ln(I/Ry) = -0.131934
continuum part of ln(I/Ry) = 0.228916
ln(I/Ry) = 0.096982
I/Ry = 1.101840
I, logarithmic sum = 14.9913 eV
I, Laguerre basis = 14.9913 eV
I(one-electron ion, Z=2)/I(H) = 4.00000
THOMAS-FERMI HYDRODYNAMICS, neutral atoms
test sphere: mean frequency = 1.7125 hartree
test sphere: sqrt(4 pi n/3) = 1.7124 hartree
Z=20: electrons = 20.000
Z=20: total f = 19.999
Z=20: I = 96.8 eV
Z=20: I/Z = 4.842 eV
Z=20: mean of 1/(1+(omega/Z)^2) = 0.7814
Z=40: electrons = 40.000
Z=40: total f = 39.999
Z=40: I = 193.6 eV
Z=40: I/Z = 4.841 eV
Z=40: mean of 1/(1+(omega/Z)^2) = 0.7814
Z=80: electrons = 80.000
Z=80: total f = 79.999
Z=80: I = 387.3 eV
Z=80: I/Z = 4.841 eV
Z=80: mean of 1/(1+(omega/Z)^2) = 0.7814
exponent of I in Z = 0.9999
exponent of mean potential V in Z = 1.3315
exponent of local plasma I in Z = 0.9999
MERCURY, Z=80
I, TF hydrodynamics = 387 eV
I, coarser grid = 388 eV
I, local plasma average = 493 eV
local plasma I/Z = 6.166 eV
80 times hydrogen I = 1199 eV
finished without a failed check
```
